# Open-circuit voltage decay of a promptly injected corona charge

The form of the decay can be found before any equation is solved. A film of thickness \(L\) carries corona charge that gives it an initial voltage \(V_0\) and an initial field \(E_0=V_0/L\). At \(t=0\) the whole charge is released into the film, where it drifts with mobility \(\mu\) to a grounded electrode. Until the first carriers arrive there, the far side of the film plays no part: the charge moves in a way fixed by \(\mu\), \(E_0\) and \(t\). The loss of voltage \(V_0-V\) comes from the region the charge has entered, so it too can depend on these three quantities alone. Since \(\mu\) has the unit m²/(V s), the one voltage they can form is \(\mu E_0^2t\). The early decay is therefore linear in time. If at late times the film has forgotten its initial voltage, only \(\mu\), \(L\) and \(t\) remain, and the one voltage they form is \(L^2/(\mu t)\). Two things are left to show: that the initial voltage is indeed forgotten, and what the numerical factors are. Both factors turn out to be one half:

\[
V=V_0\left(1-\frac{t}{2t_0}\right)\ (t\le t_0),\qquad
V=\frac{L^2}{2\mu t}\ (t\ge t_0),\qquad
t_0=\frac{L^2}{\mu V_0}.
\]

Let \(x\) run from the free surface, \(x=0\), to the grounded electrode, \(x=L\). The film is much wider than it is thick, so all fields point along \(x\). The carriers are taken as positive; for negative ones all fields and voltages change sign. The corona has been switched off, and the surface floats, with no other conductor near enough to collect field lines from it. The electrode then carries a charge equal and opposite to that of the film and its surface, and the field above the film is zero. With surface charge \(\sigma\) per area and permittivity \(\varepsilon\), Gauss's law gives \(E_0=\sigma/\varepsilon\) before release, and \(V_0=\sigma L/\varepsilon\).

Release turns this surface charge into a thin layer of mobile carriers just inside the film. It is complete, and quick compared with \(t_0\). There are no traps and no other carriers, \(\mu\) is constant, diffusion is neglected, and the electrode absorbs every carrier that reaches it. With charge density \(\rho\),

\[
\varepsilon\frac{\partial E}{\partial x}=\rho,\qquad J=\mu\rho E,\qquad
\frac{\partial\rho}{\partial t}+\frac{\partial J}{\partial x}=0,\qquad
V=\int_0^L E\,dx .
\]

No charge is left on the surface and no field exists above it, so \(E(0,t)=0\) for \(t>0\). Putting Gauss's law into the continuity equation gives

\[
\frac{\partial}{\partial x}\left(\varepsilon\frac{\partial E}{\partial t}+J\right)=0 .
\]

The total current, displacement plus conduction, is thus the same at every depth. At \(x=0\) the field stays zero, so both parts vanish there, and the total current is zero throughout. Replacing \(J\) by \(\mu\varepsilon E\,\partial E/\partial x\) and dividing by \(\varepsilon\),

\[
\frac{\partial E}{\partial t}+\mu E\frac{\partial E}{\partial x}=0 .
\]

The permittivity has dropped out, which is why it was absent from the dimensional argument. Integrating over the film, and using \(E\,\partial E/\partial x=\tfrac12\,\partial(E^2)/\partial x\) with \(E(0,t)=0\),

\[
\frac{dV}{dt}=\int_0^L\frac{\partial E}{\partial t}\,dx=-\frac{\mu}{2}\,E(L,t)^2 .
\]

Ahead of the first carriers \(\rho=0\), hence \(J=0\), hence \(\partial E/\partial t=0\): the field there keeps its initial value \(E_0\). As long as no carrier has arrived, \(E(L,t)=E_0\) and

\[
\frac{dV}{dt}=-\frac{\mu E_0^2}{2},\qquad V=V_0-\frac{\mu E_0^2}{2}\,t .
\]

The foremost carriers move in the field \(E_0\) at speed \(\mu E_0\), so they arrive at \(t_0=L/(\mu E_0)=L^2/(\mu V_0)\). By then the voltage has fallen by \(\tfrac12\mu E_0^2\cdot L/(\mu E_0)=\tfrac12E_0L\), which is half of \(V_0\).

The factor one half has a mechanical meaning. The force per area on the injected charge is

\[
\int_0^L\rho E\,dx=\varepsilon\int_0^L E\frac{\partial E}{\partial x}\,dx=\frac{\varepsilon E_0^2}{2}=\sigma\,\frac{E_0}{2}.
\]

The carriers' forces on one another cancel in this sum. What remains is the pull of the electrode, so the mean field on the charge is \(E_0/2\) however the charge is arranged. Integrating \(V=\int E\,dx\) by parts, with boundary terms that vanish because \(L-x\) is zero at one end and \(E\) at the other, gives

\[
V=\frac1\varepsilon\int_0^L(L-x)\,\rho\,dx .
\]

The voltage therefore falls at the rate \((\sigma/\varepsilon)\) times the mean carrier speed \(\mu E_0/2\), which is \(\mu E_0^2/2\) again.

After \(t_0\) the arrangement of the charge does matter. The speed of a carrier is \(dx/dt=\mu E\), so the field it experiences changes at the rate

\[
\frac{dE}{dt}=\frac{\partial E}{\partial t}+\mu E\frac{\partial E}{\partial x}=0 .
\]

Each carrier keeps its field. By Gauss's law this field is the charge per area behind the carrier, divided by \(\varepsilon\). That charge does not change, because carriers farther forward have more charge behind them and move faster, so none is overtaken. All start at \(x=0\), within the negligible thickness of the initial layer, and a carrier with field \(E\) is at \(x=\mu Et\). Read the other way round, this is the field inside the charge cloud:

\[
E=\frac{x}{\mu t}\quad(x\le\mu E_0t),\qquad \rho=\varepsilon\frac{\partial E}{\partial x}=\frac{\varepsilon}{\mu t}.
\]

The layer opens like a fan into a uniform cloud. Before arrival its charge per area is \(\rho\,\mu E_0t=\varepsilon E_0=\sigma\), as it must be.

The integrated equation alone would not have given this. Suppose the charge stayed together as a rigid sheet, with field zero behind it and \(E_0\) ahead, moving in the mean field at \(\mu E_0/2\). Its voltage would follow the same line up to \(t_0\), and then continue along it to zero at \(2t_0\). But a layer of any finite thickness has field \(E_0\) at its front and zero at its back, so it stretches at the rate \(\mu E_0\). The sheet is an unstable solution, and the fan is what results from a thin real layer.

For \(t\ge t_0\) the fan fills the film, and

\[
V=\int_0^L\frac{x}{\mu t}\,dx=\frac{L^2}{2\mu t}.
\]

At \(t_0\), where \(L^2/\mu=V_0t_0\), this equals \(V_0/2\), and its slope \(-L^2/(2\mu t_0^2)=-V_0/(2t_0)\) is that of the straight line. Value and slope join smoothly. The second derivative jumps from zero to \(L^2/(\mu t_0^3)=V_0/t_0^2\), so a measured curve shows no kink at the arrival time, only the onset of curvature.

At \(t_0\) all the charge is still in the film. The voltage has halved because the charge, first at distance \(L\) from the electrode, now lies at the mean distance \(L/2\). Later the charge per area left is

\[
\varepsilon E(L,t)=\frac{\varepsilon L}{\mu t}=\sigma\,\frac{t_0}{t}.
\]

It stays uniformly spread, so from then on voltage and charge fall in proportion. A voltage reading of one half must not be taken to mean that half the charge has gone; that happens at \(2t_0\).

The late voltage does not contain \(V_0\): a higher initial charge drives itself out sooner. To compare films of the same \(L\) and \(\mu\) charged to different voltages, write the early law as \(V=V_0-\mu V_0^2t/(2L^2)\). At fixed time,

\[
\frac{\partial V}{\partial V_0}=1-\frac{\mu V_0t}{L^2}=1-\frac{t}{t_0}\ge0 \quad(t\le t_0),
\]

and the derivative is zero afterwards. In this model the curves approach and merge, but do not cross. A crossing, in which the film charged higher ends up lower, needs something the model lacks, such as injection that depends on the initial field.

Take a film with \(L=20\) µm, \(V_0=600\) V, \(\mu=1.0\times10^{-5}\) cm²/(V s) and relative permittivity 3.0, at 300 K. The initial field is \(600\ \text{V}/(20\times10^{-4}\ \text{cm})=0.30\) MV/cm, and the charge is \(\sigma=\varepsilon E_0=0.0797\) µC/cm². Then

\[
t_0=\frac{(20\times10^{-4}\ \text{cm})^2}{(10^{-5}\ \text{cm}^2/\text{V s})(600\ \text{V})}=0.667\ \text{ms},
\]

\[
\frac{\mu E_0^2}{2}=\tfrac12\,(10^{-5})(3\times10^5)^2\ \text{V/s}=450\ \text{V/ms}.
\]

The voltage is 450 V at 0.333 ms and 300 V at 0.667 ms, where the charge density is \(\sigma/L=39.8\) µC/cm³. It is 150 V at 1.333 ms and 100 V at 2.000 ms. The last reading returns the mobility without knowledge of \(V_0\): \(L^2/(2Vt)=4\times10^{-6}/(2\times100\times2\times10^{-3})=10^{-5}\) cm²/(V s).

These values were tested by following 400 charged sheets, each moved by the Coulomb forces of all the others and of the electrode's charge. Their voltage stayed within 0.0022 V of the two laws up to \(5t_0\). With \(V_0\) doubled and all else fixed, the sheets again gave 100 V at 2.000 ms. Sheets started at exactly the same point stayed together and gave 150 V at \(1.5t_0\), where the fan gives 200 V.

The linear fall survives a more general law of motion, but the one half does not. Let the drift speed \(v(E)\) rise with the field from \(v(0)=0\). The zero total current now gives \(\partial E/\partial t+v(E)\,\partial E/\partial x=0\), and integration over the film gives

\[
\frac{dV}{dt}=-\int_0^{E(L,t)}v(E)\,dE .
\]

This is constant until the front arrives, at \(L/v(E_0)\). The voltage at that moment is

\[
\frac{V}{V_0}=1-\frac{1}{v(E_0)E_0}\int_0^{E_0}v(E)\,dE .
\]

For \(v\propto E^m\) with \(m>0\) this equals \(m/(m+1)\). It is one half for constant mobility, and tends to zero as \(m\to0\), where all carriers move at nearly the same speed and arrive together.

The duration of release can be treated in the same way. Let the charge enter at a constant rate during a time \(\tau<t_0\). A carrier that has the fraction \(f\) of the charge behind it, counting what still waits on the surface, moves in the field \(fE_0\) and starts at \(\tau(1-f)\). It lags behind its promptly released counterpart by \(\mu E_0f\,\tau(1-f)\). Between \(\tau\) and \(t_0\) the voltage is therefore higher by

\[
\Delta V=V_0\,\frac{\mu E_0\tau}{L}\int_0^1f(1-f)\,df=\frac{V_0\tau}{6t_0}.
\]

A flash of 20 µs raises the 300 V by 3.0 V. Full injection thus has to mean prompt injection: charge that enters over a time comparable with \(t_0\) gives another curve.

Diffusion adds a term to the field equation. With \(U=kT/e\) and the Einstein relation \(D=\mu U\),

\[
\frac{\partial E}{\partial t}+\mu E\frac{\partial E}{\partial x}=D\frac{\partial^2E}{\partial x^2}.
\]

The substitution \(E=-2U\,\partial(\ln\phi)/\partial x\) turns this into the linear equation \(\partial\phi/\partial t=D\,\partial^2\phi/\partial x^2\). To see this, set \(w=-2U\ln\phi\), so that \(E=w_x\), with subscripts for derivatives. Then \(w_t=-2UD\,\phi_{xx}/\phi\), while

\[
Dw_{xx}-\frac{\mu}{2}w_x^2=-2UD\frac{\phi_{xx}}{\phi}+(2UD-2\mu U^2)\frac{\phi_x^2}{\phi^2},
\]

and the last bracket vanishes. Hence \(w_t+\tfrac12\mu w_x^2=Dw_{xx}\), whose \(x\)-derivative is the field equation.

The condition \(E(0,t)=0\) is met by continuing the initial field as \(-E_0\) to negative \(x\), so that \(\phi(x,0)=e^{-E_0|x|/2U}\). The film is also continued beyond \(L\). The absorbing electrode disturbs the field by about \(U/L\) in a layer about \(U/E_0\) thick, which changes the voltage by the order of \(U^2/V_0\), negligible beside \(U\). In the example this layer is under 1 nm thick, about one hopping distance, so the continuum estimate gives only an order of magnitude. The heat equation then gives

\[
\phi(x,t)=\frac{1}{\sqrt{4\pi Dt}}\int_{-\infty}^{\infty}e^{-(x-y)^2/4Dt-E_0|y|/2U}\,dy .
\]

At \(t_0\), \(4Dt_0=4UL/E_0\). For \(x=L\) and \(y>0\) the exponent is \(-(E_0/4UL)(L^2+y^2)\), half a Gaussian, and negative \(y\) adds a relative correction of order \(\sqrt{U/V_0}\). For \(x=0\) the exponential in \(|y|\) is far narrower than the Gaussian. To leading order in \(U/V_0\),

\[
\phi(L,t_0)=\tfrac12e^{-V_0/4U},\qquad \phi(0,t_0)=2\sqrt{\frac{U}{\pi V_0}},
\]

\[
V(t_0)=-2U\ln\frac{\phi(L,t_0)}{\phi(0,t_0)}=\frac{V_0}{2}-U\ln\frac{\pi V_0}{16U}.
\]

With \(U=25.85\) mV the drop is 0.218 V. A direct solution on a mesh of 2000 cells, with the absorbing electrode included, gave 0.213 V; halving the number of cells moved the voltages by at most 0.0125 V. At \(t_0/2\) its field differed from the ideal fan by at most \(0.0105E_0\), so weak diffusion also leads to the fan and not to the rigid sheet.

The numbers chosen are rough typical values for a hole-transporting, molecularly doped polymer film of the kind used in electrophotography. There a short flash, absorbed in a thin generating layer at the positively charged surface, can supply the prompt injection: its electrons neutralize the corona charge and its holes enter the film. The yield of free carriers in such layers falls steeply with the field, and complete release drives the field at the surface to zero. The rate of release is therefore not constant, and the flash must be much stronger than the initial yield suggests: in the Onsager model with a rough initial pair distance of 2 to 3 nm, an exposure that would release all the charge at the initial yield leaves about half of it on the surface, and releasing 99 % takes six to ten times that exposure. In such films the mobility is not constant but rises with the field. Suppose \(\mu\propto e^{\beta\sqrt E}\) with a rough \(\beta=2\times10^{-3}\) (cm/V)\(^{1/2}\), and keep the mobility at \(E_0\), and so \(t_0\), unchanged. Then \(\beta\sqrt{E_0}=1.095\), and the integral above gives \(V(t_0)/V_0=0.592\), or 355 V in place of 300 V. At \(3t_0\) the sheets give 160 V in place of 100 V. Reading that voltage with \(L^2/(2Vt)\) yields \(6.3\times10^{-6}\) cm²/(V s), below the value at \(E_0\) because the carriers then move in weaker fields.

Disorder also makes carriers unequal, and in such films it usually spreads them much more than diffusion with the Einstein relation does. As a simple stand-in, a fixed spread of mobilities with an rms width of 20 % about the same mean lowered \(V(t_0)\) by 10 V when the sheets started in random order. The two random assignments of mobilities that were tried agreed to the printed 0.1 V, but that closeness is chance: other assignments scatter by about half a volt rms, with single cases more than a volt from the mean. The figure also depends on the time step, here \(t_0/400\): the first step spreads the sheets out in their initial order, and by \(t_0\) they are only partly sorted by mobility. Steps of \(t_0/100\) give 8 V and steps of \(t_0/1600\) give 11 V. With the early times finely resolved, the thickness of the initial layer takes over this role: the lowering is about 6 V for a layer of \(L/100\), 10 V for \(L/1000\), and approaches the fully sorted case as the layer thins. The fully sorted case can be worked out. Let a carrier have the mobility \(r\mu\), with \(r\) normally distributed about 1, and let the fastest be in front. A carrier then moves in the field \(FE_0\), where \(F\) is the fraction of carriers slower than it, and none is overtaken. At \(t_0\) it is at \(x=rFL\), unless it has already left, so \(V(t_0)/V_0\) is the mean of \(1-rF\) with negative values counted as zero. This mean is 0.476, which puts the voltage 14 V below one half of \(V_0\).

Temperature acts mainly on the time scale. With a rough activation energy of 0.4 eV, a film 10 K warmer has a mobility 1.65 times as large and \(t_0=0.405\) ms; in the constant-mobility model the voltage at the new \(t_0\) is still half. Dark conduction at a rough \(10^{15}\) Ω cm relaxes charge in a few hundred seconds, far longer than the decay, and the initial field is about 0.15 of a rough breakdown field of 2 MV/cm.

Traps have been excluded, not estimated. Charge held in deep traps does not leave, so the voltage would level off above the \(1/t\) law instead of following it towards zero. An electret is made to work in that opposite limit, where nearly all the charge is held. The values computed by the program are listed in the numerical output below.

## Computed values

```
film thickness L = 20 um
initial voltage V0 = 600 V
mobility mu = 1.0e-05 cm2/Vs
relative permittivity = 3.0
temperature = 300 K
initial field E0 = 0.30 MV/cm
corona charge sigma = 0.0797 uC/cm2
front arrival time t0 = 0.6667 ms
initial decay rate mu*E0^2/2 = 450.0 V/ms
charge density at t0 = 39.84 uC/cm3
t = 0.5 t0 = 0.333 ms: V law 450.00 V, sheets 450.00 V
t = 1.0 t0 = 0.667 ms: V law 300.00 V, sheets 300.00 V
t = 2.0 t0 = 1.333 ms: V law 150.00 V, sheets 150.00 V
t = 3.0 t0 = 2.000 ms: V law 100.00 V, sheets 100.00 V
t = 5.0 t0 = 3.333 ms: V law 60.00 V, sheets 60.00 V
largest sheet-law difference = 0.0022 V
charge fraction left at 2 t0 (sheets) = 0.500
V at 3 t0, doubled V0 (sheets) = 100.00 V
V at 1.5 t0: fan 200.0 V, rigid sheet 150.0 V
field coefficient beta = 2.0e-03 (cm/V)^0.5
beta*sqrt(E0) = 1.095
V(t0)/V0, field-dependent mu: integral 0.5923, sheets 0.5923
V(t0), field-dependent mu = 355.4 V
V(3 t0), field-dependent mu = 159.9 V
mobility inferred from that V = 6.25e-06 cm2/Vs
rms mobility spread = 20 %
V(t0) change from spread = -10.1 V
difference of two random draws = 0.0 V
flash duration = 20 us
V(t0) rise from flash: sheets 3.00 V, formula 3.00 V
thermal voltage kT/e = 25.85 mV
V(t0) drop from diffusion: mesh 0.213 V, formula 0.218 V
mesh shift, 1000 to 2000 cells = 0.0125 V
front rounding at t0/2: mesh 0.0105 E0, formula 0.0105 E0
largest mesh-exact profile difference = 0.00052 E0
mobility activation energy = 0.4 eV
mobility factor for 10 K warmer = 1.65
t0 when 10 K warmer = 0.405 ms
dark resistivity = 1e+15 ohm cm
dark relaxation time = 266 s
rough breakdown field = 2 MV/cm
E0 / breakdown field = 0.15
```
